\section*{Fitting graphene transistor resistance: algorithm, parameter correlations and recovery from noise}

\section{Two readings far from neutrality}

Take a graphene channel whose carriers are all induced by the gate and have a mobility independent of their density. Its resistance is inversely proportional to $|u|$, where $u=V-V_D$ is the gate voltage measured from the neutrality voltage $V_D$. With a constant series resistance $R_c$,
\begin{equation}
R=R_c+\frac{A}{|u|}.
\end{equation}
Two readings $R_1,R_2$ at distances $u_1<u_2$ from neutrality suffice when $V_D$ is known. Multiplying each by its distance gives $u_iR_i=u_iR_c+A$, and subtraction removes $A$:
\begin{equation}
R_c=\frac{u_2R_2-u_1R_1}{u_2-u_1},\qquad
\delta R_c=\sigma\,\frac{\sqrt{u_1^2+u_2^2}}{u_2-u_1},
\label{two}
\end{equation}
where $\sigma$ is the independent error of each reading. The device used below has $V_D=5$ V and noise-free resistances of 1264.3 $\Omega$ at $-50$ V and 1430.7 $\Omega$ at $50$ V, so $u_2=55$ V and $u_1=45$ V. Then
\[
R_c=\frac{55\times1264.3-45\times1430.7}{10}\ \Omega\approx515.5\ \Omega .
\]
The true value is 500 $\Omega$. The excess comes from carriers that remain at neutrality, which this special case omits. A reading error of 10 $\Omega$ would become an error of 71 $\Omega$ in $R_c$, because the two readings differ little in $1/|u|$. The full fit must therefore handle the residual carriers and report how well the sweep separates the parameters.

\section{The model and its four constants}

Let the channel have length $L$, width $W$ and gate capacitance $C$ per area, and let $e>0$ be the elementary charge. The model is
\begin{equation}
R=R_c+\frac{L}{We\mu\sqrt{n_0^2+n_g^2}},\qquad n_g=\frac{C(V-V_D)}{e}.
\label{model}
\end{equation}
Here $R_c$ is the sum of both contacts, $\mu$ is a mobility independent of density and equal for electrons and holes, and $n_0$ is the residual density. The channel is uniform and diffusive, and the drain bias is small.

The square root interpolates between $n_0$ at neutrality and $|n_g|$ far away. It would follow from $n_e-n_h=n_g$ and a fixed product $n_en_h=n_0^2/4$, since $(n_e+n_h)^2=(n_e-n_h)^2+4n_en_h$. Graphene obeys no such product rule in general, so the form is an assumption.

Factoring $C/e$ out of the root gives
\begin{equation}
R=R_c+\frac Aq,\quad q=\sqrt{v_0^2+u^2},\quad
A=\frac{L}{WC\mu},\quad v_0=\frac{en_0}{C}.
\label{reduced}
\end{equation}
A sweep thus determines $R_c,A,V_D,v_0$. Geometry and capacitance enter only when $A$ and $v_0$ are converted to $\mu=L/(WCA)$ and $n_0=Cv_0/e$.

The example has $L=5\ \mu$m, $W=2\ \mu$m and a 300 nm oxide of relative permittivity 4. Treating the gate and channel as a wide parallel-plate capacitor gives $C=11.81$ nF/cm$^2$ and $C/e=7.368\times10^{10}$ cm$^{-2}$/V. With $\mu=5000$ cm$^2$/Vs and $n_0=5\times10^{11}$ cm$^{-2}$,
\[
v_0=\frac{5\times10^{11}}{7.368\times10^{10}}\ \mathrm V=6.786\ \mathrm V,\qquad A=42353\ \Omega\,\mathrm V .
\]
The peak resistance is $500+42353/6.786\approx6741\ \Omega$. Each sweep has 101 evenly spaced points with independent Gaussian noise of standard deviation $\sigma=10\ \Omega$. The wide sweep runs from $-50$ to $50$ V, and the narrow one extends 6 V to either side of $V_D$.

\section{The fitting scheme}

\subsection{Starting values}

For fixed $V_D$ and $v_0$ the model is a straight line in $s_i=1/q_i$. Setting the derivative of $\sum_i(R_i-R_c-As_i)^2$ with respect to $R_c$ to zero gives $R_c=\bar R-A\bar s$, with bars for means over the points. Inserting this and differentiating with respect to $A$ gives
\begin{equation}
A=\frac{\sum_i(s_i-\bar s)R_i}{\sum_i(s_i-\bar s)^2}.
\end{equation}
The mean of $R$ drops out of the numerator because $\sum_i(s_i-\bar s)=0$. The start takes $V_D$ at the largest reading, tries 12 values of $v_0$ spaced geometrically from 0.01 to 2 times the sweep span, and keeps the best line with $A>0$.

\subsection{Refinement}

Use $\theta=(R_c,\ln A,V_D,\ln v_0)$, so that $A$ and $v_0$ stay positive. Since $\partial q/\partial V_D=-u/q$ and $\partial q/\partial\ln v_0=v_0^2/q$, the derivatives of $R$ are
\begin{equation}
1,\qquad \frac Aq,\qquad \frac{Au}{q^3},\qquad -\frac{Av_0^2}{q^3}.
\label{jac}
\end{equation}
Let $r$ be the vector of residuals (data minus model) divided by $\sigma$, and $J$ the matrix of these derivatives divided by $\sigma$. A step $\delta$ changes the residual to $r-J\delta$ at first order. Minimizing $|r-J\delta|^2$ gives the Gauss--Newton equation
\begin{equation}
J^TJ\,\delta=J^Tr .
\label{gn}
\end{equation}
Two properties follow. The slope of $|r|^2$ along $\delta$ is $-2r^TJ\delta=-2|J\delta|^2$, so a short enough step lowers the misfit unless $J\delta=0$. Also, $r-J\delta$ is orthogonal to $J\delta$, so the predicted decrease for a full step is $|J\delta|^2$, which supplies a stopping rule in units of the noise.

\begin{verbatim}
theta = best straight-line start
repeat:
    r = (R - model(theta)) / sigma
    J = derivatives(theta) / sigma
    delta = least-squares solution of J delta = r
    if norm(J delta) < 1e-7:
        return theta + delta, inverse(J^T J)
    f = min(1, 1/|delta_lnA|, 1/|delta_lnv0|)
    while misfit(theta + f delta) > misfit(theta):
        f = f/2
    theta = theta + f delta
\end{verbatim}

The misfit comparison needs a small slack for rounding, here $10^{-12}$ of the misfit. Near the minimum the true decrease is smaller than the rounding error of the sum, and a strict comparison could reject good steps. The cap on $f$ keeps $A$ and $v_0$ from changing by more than a factor $e^1$ at once. Limits on the number of halvings and iterations turn failure into a reported error.

\subsection{Cost and numerical stability}

The start costs a number of operations proportional to $12N$ for $N$ points. Each refinement evaluates $4N$ derivatives and solves an $N\times4$ least-squares problem, so time and storage grow linearly with $N$. One noisy wide sweep took 4 iterations.

The step should come from an orthogonal factorization or singular-value decomposition of $J$. Forming $J^TJ$ squares the condition number. In double precision this is harmless for the narrow sweep used here, but it can spoil the step when the sweep covers only a very small fraction of $v_0$, where the columns are almost exactly dependent. A full step that satisfies the stopping rule is also small against the statistical errors: by the Cauchy--Schwarz inequality, $|\delta_k|\le\sqrt{(J^TJ)^{-1}_{kk}}\;|J\delta|$.

\section{Errors and correlations}

Near the minimum, noise $\varepsilon$ of unit variance moves the estimate by $(J^TJ)^{-1}J^T\varepsilon$. Since $\langle\varepsilon\varepsilon^T\rangle=1$,
\begin{equation}
\mathrm{cov}\,\theta=(J^TJ)^{-1}J^TJ(J^TJ)^{-1}=(J^TJ)^{-1}.
\label{cov}
\end{equation}
This holds to first order in the noise, for a correct model. With the device dimensions and capacitance fixed, $\delta\ln\mu=-\delta\ln A$ and $\delta\ln n_0=\delta\ln v_0$. Correlations involving $\mu$ therefore have the opposite sign to those involving $A$.

\subsection{A symmetric sweep in closed form}

Let many evenly spaced points cover $|u|\le U$, and put $x=u/v_0$, $X=U/v_0$ and $s=(1+x^2)^{-1/2}$. The derivative with respect to $V_D$ is odd in $x$ and the others are even, so $V_D$ decouples. With $P=A/v_0$, the derivatives for $(R_c,\ln\mu,\ln n_0)$ are $1$, $-Ps$ and $-Ps^3$. Hence
\begin{equation}
J^TJ=\frac N{\sigma^2}DMD,\qquad D=\mathrm{diag}(1,-P,-P),
\end{equation}
\begin{equation}
M=\begin{pmatrix}1&\langle s\rangle&\langle s^3\rangle\\
\langle s\rangle&\langle s^2\rangle&\langle s^4\rangle\\
\langle s^3\rangle&\langle s^4\rangle&\langle s^6\rangle\end{pmatrix},
\end{equation}
where $\langle\cdot\rangle$ is the mean over $0\le x\le X$. The substitution $x=\sinh t$ gives $\langle s\rangle=\operatorname{arsinh}(X)/X$, and $d(xs)/dx=s^3$ gives $\langle s^3\rangle=(1+X^2)^{-1/2}$. For the even powers define $I_k=\int_0^X(1+x^2)^{-k}dx$. Differentiating $x(1+x^2)^{-k}$, writing $x^2=(1+x^2)-1$, and integrating gives
\begin{equation}
I_{k+1}=\frac1{2k}\left[\frac X{(1+X^2)^k}+(2k-1)I_k\right],\qquad I_1=\arctan X .
\end{equation}
Then $\langle s^{2k}\rangle=I_k/X$. Inverting the product $DMD$ gives
\begin{equation}
\delta R_c=\frac{\sigma}{\sqrt N}F(X),\qquad F=\sqrt{(M^{-1})_{11}} .
\label{F}
\end{equation}
The factor $P$ cancels here and in the correlations. At fixed $N$, $\sigma$ and $v_0$, the results are:
\begin{center}
\begin{tabular}{rrrrr}
$X$ & $F$ & $R_c,\mu$ & $R_c,n_0$ & $\mu,n_0$\\
0.5 & 702 & 0.9999 & $-0.9991$ & $-0.9996$\\
1 & 73.1 & 0.9989 & $-0.9914$ & $-0.9964$\\
2 & 14.1 & 0.992 & $-0.956$ & $-0.983$\\
5 & 4.03 & 0.953 & $-0.849$ & $-0.949$\\
10 & 2.40 & 0.889 & $-0.744$ & $-0.919$\\
20 & 1.745 & 0.801 & $-0.637$ & $-0.893$
\end{tabular}
\end{center}
The last three columns are correlation coefficients. A larger assumed $R_c$ leaves less resistance for the channel, which the fit matches with a larger $\mu$; a smaller $n_0$ then restores the peak.

\subsection{Narrow sweeps}

The quantity $1/F^2$ is the minimum over $a,b$ of $\langle(1+as+bs^3)^2\rangle$: it measures the part of the constant curve that the other two cannot imitate. For small $x$,
\begin{equation}
s=1-\tfrac12x^2+\tfrac38x^4+\cdots,\qquad
s^3=1-\tfrac32x^2+\tfrac{15}8x^4+\cdots .
\end{equation}
The constant and quadratic terms cancel if $a+b=-1$ and $a+3b=0$, so $a=-\frac32$ and $b=\frac12$. The remainder is $(3a+15b)x^4/8=\frac38x^4$. Small changes of $a$ and $b$ can still subtract any constant and $x^2$ term of comparable size. With $y=x/X$, the best subtraction leaves
\begin{equation}
\tfrac38X^4p(y),\qquad p(y)=y^4-\tfrac67y^2+\tfrac3{35},
\end{equation}
because $\int_0^1p\,dy=\int_0^1y^2p\,dy=0$. Using this orthogonality,
\begin{equation}
\int_0^1p^2dy=\int_0^1y^4p\,dy=\frac19-\frac6{49}+\frac3{175}=\left(\frac8{105}\right)^2 .
\end{equation}
The root-mean-square remainder is $\frac38\cdot\frac8{105}X^4=X^4/35$, and
\begin{equation}
\delta R_c\simeq\frac{35\,\sigma}{\sqrt N\,X^4}\qquad(X\ll1).
\label{narrow}
\end{equation}
A numerical projection at small $X$, extrapolated to zero width, gave a coefficient of 35.00. The law underestimates the error outside its regime: at $X=0.5$ it gives $F=560$ instead of 702, and at $X=1$ it gives 35 instead of 73.

\subsection{Wide sweeps}

For large $X$ put $\ell=\ln(2X)$. The leading means are $\langle s\rangle=\ell/X$, $\langle s^3\rangle=1/X$, $\langle s^2\rangle=\pi/2X$, $\langle s^4\rangle=\pi/4X$ and $\langle s^6\rangle=3\pi/16X$. Eliminating $\mu$ and $n_0$ from $M$ gives
\begin{equation}
\frac1{F^2}\simeq1-\frac1X
\begin{pmatrix}\ell&1\end{pmatrix}
\begin{pmatrix}\pi/2&\pi/4\\ \pi/4&3\pi/16\end{pmatrix}^{-1}
\begin{pmatrix}\ell\\1\end{pmatrix}
=1-\frac{6\ell^2-16\ell+16}{\pi X}.
\end{equation}
The determinant of the $2\times2$ matrix is $\pi^2/32$, which produces the integer coefficients. Thus $F\to1$, the value for averaging $N$ readings of a constant, but slowly because of the logarithms. At $X=20$ the formula gives about 1.6, against the full value 1.745, and at $X=100$ it gives 1.210 against 1.215. It should not be used below about $X=20$: at $X=7.4$, the half-width of the wide sweep in units of $v_0$, it gives 1.85 against 2.92.

\subsection{What a correlation does to a fit}

Suppose $R_c$ is held wrong by $\Delta$ and the rest is refitted. The misfit rises by $\delta^TH\delta$ with $H=J^TJ$. At the constrained minimum $(H\delta)_k=0$ for every free parameter, so $\delta$ is proportional to the $R_c$ column of $H^{-1}$, and
\begin{equation}
\delta\ln\mu=\Delta\,\frac{\mathrm{cov}(R_c,\ln\mu)}{\mathrm{var}(R_c)} .
\end{equation}
For the wide sweep the ratio is $5.656\times10^{-4}$ per ohm. Refits with $R_c$ held 2 $\Omega$ above and below its true value gave the same slope to the four digits shown.

Omitting the contacts altogether is a large change, $\Delta=-500\ \Omega$. The linear estimate is $5000\,e^{-0.283}\approx3770$ cm$^2$/Vs, and the actual refit gives 3811 cm$^2$/Vs. Its rms misfit of 160 $\Omega$ against 10 $\Omega$ noise exposes the error.

\section{Recovery from synthetic noise}

One wide noisy sweep returned $R_c=501.4\pm2.9\ \Omega$, $\mu=5005\pm9$ cm$^2$/Vs, $V_D=4.9875\pm0.0067$ V and $n_0=(4.996\pm0.009)\times10^{11}$ cm$^{-2}$. These are one-standard-deviation statistical errors. The neutrality voltage lies 1.9 errors from its true value and the others within one. Chi-square was 84.5 for $101-4=97$ degrees of freedom, within its expected scatter of $\sqrt{2\times97}\approx14$.

A single success says little about the errors, so 1000 independent sweeps were fitted for each range:
\begin{center}
\begin{tabular}{lrr}
 & wide & narrow\\
predicted error of $R_c$ ($\Omega$) & 2.86 & 101.5\\
observed scatter of $R_c$ ($\Omega$) & 2.87 & 102.0\\
predicted error of $\mu$ (\%) & 0.176 & 2.77\\
predicted error of $n_0$ (\%) & 0.176 & 1.17\\
predicted $R_c,\mu$ correlation & 0.919 & 0.9992\\
observed $R_c,\mu$ correlation & 0.920 & 0.9992\\
one-error coverage of $R_c$ & 0.675 & 0.687
\end{tabular}
\end{center}
Coverage is the fraction of fits whose quoted error interval contains the true $R_c$; a Gaussian gives 0.683, with a sampling error near 0.015 for 1000 fits. The mean error of $R_c$ was $0.10\ \Omega$ for wide sweeps and $-0.9\ \Omega$ for narrow ones, both compatible with zero at this sample size. The linear error theory is therefore adequate here, even in the strongly correlated narrow case.

With the number of points and the noise held fixed, narrowing the sweep increases the error of $R_c$ about 35 times. The relative error of the mobility grows less, about 16 times. The error of $V_D$ instead falls from 0.0067 to 0.0035 V. Its derivative in \eqref{jac} is largest at $|u|=v_0/\sqrt2\approx4.8$ V, and the narrow sweep concentrates its points there.

The closed form predicts 104.5 $\Omega$ for the narrow sweep, at $X=0.884$, while the discrete points give 101.5 $\Omega$. Including both end points makes $N$ points represent a range wider by the factor $1+1/(N-1)$, or 1\%. Between $X=0.5$ and $1$, $F$ falls on average as $X^{-3.3}$, which accounts for the 3\% difference.

\section{Failure modes}

\subsection{Resistance that cannot be assigned}

Suppose the channel has an additional sheet resistivity $\rho_s$ independent of density, as short-range scattering gives in a simple semiclassical model. Then
\begin{equation}
R=\left(R_c+\frac{\rho_sL}{W}\right)+\frac Aq .
\end{equation}
The bracket is one constant, so no sweep of one device can divide it. For an assumed $\rho_s=60\ \Omega$, the fit returns $500+60\times2.5=650\ \Omega$ with zero misfit. A perfect fit is no proof that the constant belongs to the contacts.

A second channel can separate them if contacts, width and $\rho_s$ are the same. At length $2L$ the fitted constant is 800 $\Omega$, and extrapolation to zero length gives $2\times650-800=500\ \Omega$. With equal independent errors in the two constants, the extrapolated error is $\sqrt5$ times either one.

A uniform error in $C$ is equally invisible. If the real capacitance is 5\% above the assumed one, the fit returns 5250 cm$^2$/Vs and $4.76\times10^{11}$ cm$^{-2}$, again with zero misfit.

Fringing fields cause a larger error in a narrow channel. For an isolated strip 2 $\mu$m wide on this oxide, with air above, electrostatics gives a mean capacitance about 21\% above the parallel-plate value, with the excess concentrated at the edges. These figures treat the strip as infinitely long and ignore the contacts. If $V_D$ is a uniform voltage offset, so that the local density is the local capacitance times $u/e$, a wide-sweep fit that assumes the plate value returns about 6150 cm$^2$/Vs instead of 5000 and raises $R_c$ by about 17 $\Omega$, with an rms misfit of 9 $\Omega$. If $V_D$ comes instead from a uniform fixed doping of the same nominal size, the fit returns about 6020 cm$^2$/Vs, lowers $R_c$ by about 5 $\Omega$ and gives $V_D\approx4.0$ V, with an rms misfit of 15 $\Omega$. The mobility error of 20\% or more appears in both cases, while the sign of the $R_c$ shift depends on the origin of $V_D$. A real channel this narrow therefore needs a calculated or measured capacitance.

\subsection{A wrong curve shape}

Noise-free curves containing other effects were fitted with \eqref{model} over the wide sweep. The size of each shift belongs to this device and sweep.

Quantum capacitance adds the Fermi energy divided by $e$ to the gate voltage needed for a density $n$:
\begin{equation}
|u|=\frac{en}{C}+\frac{\hbar v\sqrt{\pi n}}e,\qquad v=10^6\ \mathrm{m/s}.
\end{equation}
This clean-sheet relation, with $n$ then combined in quadrature with $n_0$, overstates the effect near neutrality, where charge puddles keep the density of states finite. The fit gives $R_c=492\ \Omega$ and $\mu=4940$ cm$^2$/Vs. The mobility shift is only 1.2\%, yet nearly seven statistical errors. The rms misfit of 1.7 $\Omega$ would add about $101\times0.17^2\approx3$ to chi-square, well below its scatter of 14. The quoted error then badly understates the total error, and the fit gives no warning.

Charge puddles can also be described by a Gaussian density fluctuation $\delta n$, with the conductivity taken proportional to $\langle|n_g+\delta n|\rangle$. With this mean set to $n_0$ at neutrality, the fit returns $R_c=296\ \Omega$, $\mu=4169$ cm$^2$/Vs and $n_0=5.73\times10^{11}$ cm$^{-2}$. Both descriptions have the same limits, but the quadrature sum approaches $|n_g|$ as $n_0^2/2|n_g|$, whereas the Gaussian excess vanishes much faster. The rms misfit is 40 $\Omega$, so structured residuals would reveal it at this noise level.

A junction resistance rising smoothly to an assumed 100 $\Omega$ on the positive-$u$ side gives $R_c=528\ \Omega$ and $V_D=5.19$ V, with an rms misfit of 36 $\Omega$. Plotting residuals against $u$ is therefore a necessary companion to the fitted errors.

\subsection{Failures of the sweep or the noise model}

If neutrality lies outside the sweep, the largest reading sits at an end and the starting $V_D$ is wrong. The fit may still converge, but $V_D$ is then extrapolated and the errors grow. With 101 points and 10 $\Omega$ noise, a 50 V sweep starting 15 V from neutrality has a predicted $R_c$ error of about 20 $\Omega$, against 5 $\Omega$ if $V_D$ is known independently. For such a sweep a few per cent of noisy fits fail to converge or drive $v_0$ to zero. If $\sigma$ varies along the sweep, each residual and row of $J$ must use its own $\sigma_i$, and the straight-line start can use weights $1/\sigma_i^2$. Drift, hysteresis and correlated noise violate the assumptions behind \eqref{cov}; their effect was not sized here.

\section{The model beside a real device}

The parameters are round values in the rough range of ordinary back-gated graphene devices on thick oxide. The largest oxide field is 1.67 MV/cm, well below the rough 10 MV/cm breakdown scale of a good thermal oxide. At the largest gate density, $4.05\times10^{12}$ cm$^{-2}$, the mean free path $\hbar\sqrt{\pi n}\,\mu/e$ is 117 nm, or 2\% of $L$, which supports diffusive transport. At the residual density the product of Fermi wave number and mean free path is 5.2, so the semiclassical picture is less secure there. Thermal electrons and holes in clean neutral graphene at 300 K total $1.62\times10^{11}$ cm$^{-2}$; adding them in quadrature, as a rough estimate, raises $n_0$ by 5\%. Real devices can break the assumptions of gate-independent contacts and density-independent mobility, and a channel this narrow also departs from the uniform parallel-plate capacitance used here. Among the cases sized here, the puddle form moves $R_c$ by about 200 $\Omega$ and the constant resistivity by 150 $\Omega$, both far above the 3 $\Omega$ statistical error. The numerical output gives the remaining digits.

\section*{Table of computed values}
\begin{verbatim}
L, W, oxide: 5.0 um, 2.0 um, 300 nm; permittivity 4.0
True Rc 500 ohm, mu 5000 cm2/Vs, VD 5.0 V, n0 5.00e+11 cm^-2
Noise 10 ohm, points 101
C 11.81 nF/cm2; C/e 7.368e+10 cm^-2/V; v0 6.786 V
A 42353 ohm V; peak R 6741.5 ohm
R at -50 V 1264.3 ohm; at 50 V 1430.7 ohm
One fit: Rc 501.40 +- 2.86 ohm
One fit: mu 5005.4 +- 8.8 cm2/Vs
One fit: VD 4.9875 +- 0.0067 V
One fit: n0 4.9957e+11 +- 8.8e+08 cm^-2
One fit: chi-square 84.5, iterations 4
Symmetric sweep: X, sqrt(N) err(Rc)/sigma, corr Rc-mu, Rc-n0, mu-n0
    0.5   701.795   0.9999  -0.9991  -0.9996
    1.0    73.105   0.9989  -0.9914  -0.9964
    2.0    14.125   0.9920  -0.9564  -0.9832
    5.0     4.027   0.9531  -0.8493  -0.9485
   10.0     2.399   0.8894  -0.7438  -0.9192
   20.0     1.745   0.8007  -0.6366  -0.8931
Narrow-sweep coefficient by projection: 34.9999
wide: err Rc 2.86 ohm, Monte Carlo 2.87
  err mu 0.176 %, Monte Carlo 0.176
  err VD 0.0067 V, Monte Carlo 0.0066
  err n0 0.176 %, Monte Carlo 0.175
  corr Rc-mu 0.9186, Monte Carlo 0.9197
  corr Rc-n0 -0.7865, Monte Carlo -0.7849
  corr mu-n0 -0.9307, Monte Carlo -0.9287
  corr Rc-VD 0.0166; mean Rc bias 0.10 ohm
  coverage 0.675; mean chi-square 96.87
narrow: err Rc 101.48 ohm, Monte Carlo 102.02
  err mu 2.772 %, Monte Carlo 2.775
  err VD 0.0035 V, Monte Carlo 0.0035
  err n0 1.170 %, Monte Carlo 1.167
  corr Rc-mu 0.9992, Monte Carlo 0.9992
  corr Rc-n0 -0.9938, Monte Carlo -0.9939
  corr mu-n0 -0.9974, Monte Carlo -0.9975
  corr Rc-VD -0.0000; mean Rc bias -0.91 ohm
  coverage 0.687; mean chi-square 96.40
Narrow X 0.884; closed-form err Rc 104.50 ohm
d ln(mu)/dRc: 5.6562e-04 per ohm; refit 5.6562e-04
Rc forced to 0: mu 3811 cm2/Vs, n0 6.31e+11 cm^-2, rms 159.6 ohm
Neglected effect: Rc ohm, mu cm2/Vs, VD V, n0 cm^-2, rms misfit ohm
  quantum capacitance: 492.1, 4940, 5.00, 5.05e+11, 1.69
  Gaussian puddles: 295.9, 4169, 5.00, 5.73e+11, 40.19
  junction, one side: 528.0, 4947, 5.19, 5.04e+11, 35.84
  constant resistivity: 650.0, 5000, 5.00, 5.00e+11, 0.00
  capacitance +5%: 500.0, 5250, 5.00, 4.76e+11, 0.00
Assumed: resistivity 60 ohm, junction 100 ohm
Rc fitted at L, 2L: 650.0, 800.0 ohm; at zero length 500.0 ohm
Thermal electrons+holes, 300 K: 1.62e+11 cm^-2; in quadrature with n0 5.25e+11
Largest gate density 4.05e+12 cm^-2; mean free path there 117 nm
kF times mean free path at n0: 5.17
Largest oxide field 1.67 MV/cm
\end{verbatim}
